**Gated-diode recombination peak with unequal capture coefficients**

At fixed forward bias V, the interface recombination rate peaks at the surface potential psi* = phi_B − V/2 − (kT/2q) ln(c_n/c_p), where c_n and c_p are the electron and hole capture coefficients and phi_B = (kT/q) ln(N_A/n_i) for body doping N_A and intrinsic density n_i. The program finds the peak numerically from the steady-state trap kinetics and asserts agreement with this formula within 0.02 mV for 27 combinations of bias, trap level and coefficient ratio. It also asserts the height formula for these cases, the width formula for the worked example, and the surface field against the integrated space charge. A lateral-diffusion solution for a 1 µm gate is asserted to agree within 15% with the first-order peak shift. For c_n/c_p = 100 at 300 K the output shows a displacement of −59.5 mV in surface potential and −76.7 mV in gate voltage. With the example's parameters, lateral electron supply reduces the surface-potential displacement to −59.3 mV for a 1 µm gate and −49 mV for a 10 µm gate. The output also sizes surface-potential fluctuations, trap charge, body and depletion-layer recombination, tunnelling and operation at 400 K.

## Numerical check

```python
"""Gated-diode recombination peak for unequal capture coefficients.

Result under test: at fixed forward bias V the interface recombination rate,
as a function of surface potential psi, peaks at
    psi* = phi_B - V/2 - (kT/2q) ln(c_n/c_p),   phi_B = (kT/q) ln(N_A/n_i),
so c_n/c_p = 100 moves the peak by -(kT/2q) ln 100, about -60 mV at 300 K.
The position does not depend on the trap level; height and width do.

Symbols: c_n, c_p capture coefficients (cm^3/s); N_A body doping (cm^-3);
n_i intrinsic density (cm^-3); N_t trap density (cm^-2); level = trap energy
above midgap (eV), midgap taken as the intrinsic level. Lengths are in cm,
potentials in V. Material and trap values are rough typical ones.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

q = const.e
T0 = 300.0
VT = const.k * T0 / q
NI = 1.0e10
NA = 1.0e17
NT = 1.0e10
CN, CP = 1.0e-8, 1.0e-10
CS = np.sqrt(CN * CP)              # equal-coefficient reference
V0 = 0.30
TOX = 5.0e-7
EPS_SI = 11.7 * const.epsilon_0 / 100
EPS_OX = 3.9 * const.epsilon_0 / 100
COX = EPS_OX / TOX
MU = 500.0                         # electron mobility, cm^2/Vs
TAU = 1.0e-5                       # body lifetime, s
NV = 3.0e19                        # valence-band effective density, cm^-3


def carriers(psi, V, vt=VT, ni=NI):
    return ni**2 / NA * np.exp((psi + V) / vt), NA * np.exp(-psi / vt)


def net_rate(psi, V=V0, cn=CN, cp=CP, level=0.0, vt=VT, ni=NI):
    """Recombination per area from the steady state of the trap kinetics."""
    n, p = carriers(psi, V, vt, ni)
    n1, p1 = ni * np.exp(level / vt), ni * np.exp(-level / vt)
    fill = cn * n + cp * p1
    drain = cn * n1 + cp * p
    empty, full = np.linalg.solve([[fill, -drain], [1.0, 1.0]], [0.0, 1.0])
    return NT * (cn * n * empty - cn * n1 * full)


def find_peak(rate, low=0.0, high=0.6):
    res = minimize_scalar(lambda s: -np.log(rate(s)), bounds=(low, high),
                          method="bounded", options={"xatol": 1e-9})
    return res.x


def full_width(rate, peak):
    half = 0.5 * rate(peak)
    right = brentq(lambda s: rate(s) - half, peak, peak + 0.25)
    left = brentq(lambda s: rate(s) - half, peak - 0.25, peak)
    return right - left


def peak_formula(V, cn, cp):
    return VT * np.log(NA / NI) - V / 2 - VT / 2 * np.log(cn / cp)


def flatness(V, cn, cp, level):
    """Constant b added to the cosh in the denominator of the rate."""
    return ((cn * np.exp(level / VT) + cp * np.exp(-level / VT))
            / (2 * np.sqrt(cn * cp) * np.exp(V / (2 * VT))))


# Peak position, height and width: kinetics against formulas
worst = 0.0
for V in (0.05, 0.30, 0.45):
    for level in (-0.2, 0.0, 0.2):
        for cn, cp in ((CN, CP), (CS, CS), (CP, CN)):
            def rate(s):
                return net_rate(s, V, cn, cp, level)
            found = find_peak(rate)
            worst = max(worst, abs(found - peak_formula(V, cn, cp)))
            b = flatness(V, cn, cp, level)
            height = (NT * np.sqrt(cn * cp) * NI * np.exp(V / (2 * VT))
                      * (1 - np.exp(-V / VT)) / (2 * (1 + b)))
            assert abs(rate(found) / height - 1) < 1e-6
assert worst < 2e-5                # limit set by locating a flat maximum

peak_ref = find_peak(lambda s: net_rate(s, cn=CS, cp=CS))
peak_asym = find_peak(net_rate)
shift = peak_asym - peak_ref
u_peak = net_rate(peak_asym)
u_strong = NT * CS * NI * np.exp(V0 / (2 * VT)) / 2
b_mid = flatness(V0, CN, CP, 0.0)
width = full_width(net_rate, peak_asym)
assert abs(width - 2 * VT * np.arccosh(2 + b_mid)) < 1e-6
assert abs(u_peak / u_strong - 1) < 0.03
n_pk, p_pk = carriers(peak_asym, V0)
off_ratio = net_rate(peak_asym, level=0.2) / u_peak


# Surface field and gate voltage
def field(psi, V=V0):
    x = psi / VT
    nb = NI**2 / NA * np.exp(V / VT)
    return np.sqrt(2 * q * VT / EPS_SI * (NA * (np.expm1(-x) + x)
                                          + nb * (np.expm1(x) - x)))


def space_charge(psi, V=V0):
    nb = NI**2 / NA * np.exp(V / VT)
    return q * (-NA * np.expm1(-psi / VT) + nb * np.expm1(psi / VT))


for s in (peak_asym, peak_ref):
    charge = quad(lambda y: space_charge(y) / field(y), 1e-5, s)[0]
    assert abs(charge / (EPS_SI * field(s)) - 1) < 1e-3


def gate_voltage(psi):
    return psi + EPS_SI * field(psi) / COX


gate_shift = gate_voltage(peak_asym) - gate_voltage(peak_ref)


# Lateral electron supply from both gate ends
def electron_sheet(psi):
    nb = NI**2 / NA * np.exp(V0 / VT)
    return quad(lambda y: nb * np.expm1(y / VT) / field(y), 1e-5, psi,
                epsrel=1e-10, epsabs=0.0)[0]


def gate_average(psi, length, cn=CN, cp=CP):
    """Mean rate and mid-gate quasi-Fermi drop with diffusion of electrons."""
    n0, p = carriers(psi, V0)
    n_eq = NI**2 / p
    points = 201
    h = length / 2 / (points - 1)
    g = MU * VT * electron_sheet(psi) / n0 / h**2

    def sink(n):
        return NT * cn * cp * p / (cn * (n + NI) + cp * (p + NI))

    n = np.full(points, n0)
    for _ in range(500):
        k = sink(n[1:])
        bands = np.zeros((3, points - 1))
        bands[0, 1:] = -g
        bands[1] = 2 * g + k
        bands[2, :-1] = -g
        bands[2, -2] = -2 * g      # mirror symmetry at mid-gate
        rhs = k * n_eq
        rhs[0] += g * n0
        new = np.concatenate(([n0], solve_banded((1, 1), bands, rhs)))
        change = np.max(np.abs(new / n - 1))
        n = new
        if change < 1e-12:
            break
    assert change < 1e-10
    mean = trapezoid(sink(n) * (n - n_eq), dx=h) / (length / 2)
    return mean, VT * np.log(n0 / n[-1])


lateral = {}
for length in (1e-4, 1e-3):
    pa = find_peak(lambda s: gate_average(s, length)[0], 0.1, 0.4)
    pr = find_peak(lambda s: gate_average(s, length, CS, CS)[0], 0.1, 0.4)
    lateral[length] = (gate_average(peak_asym, length)[1],
                       pa - peak_asym, pa - pr)
drop_est = u_peak * 1e-4**2 / (8 * MU * electron_sheet(peak_asym))
assert abs(lateral[1e-4][1] / (2 * drop_est / 3) - 1) < 0.15  # first order

# Gaussian surface-potential fluctuations
SIGMA = 0.030
offsets = np.linspace(-5 * SIGMA, 5 * SIGMA, 101)
weights = np.exp(-offsets**2 / (2 * SIGMA**2))
weights /= weights.sum()


def blurred(s):
    return sum(w * net_rate(s + d) for w, d in zip(weights, offsets))


peak_blur = find_peak(blurred, 0.1, 0.35)
assert abs(peak_blur - peak_asym) < 2e-5
width_blur = full_width(blurred, peak_blur)

# Operation at 400 K, with a rough gap of 1.12 eV scaling n_i
T1 = 400.0
vt1 = const.k * T1 / q
ni1 = NI * (T1 / T0)**1.5 * np.exp(1.12 / 2 * (1 / VT - 1 / vt1))
shift_hot = (find_peak(lambda s: net_rate(s, vt=vt1, ni=ni1))
             - find_peak(lambda s: net_rate(s, cn=CS, cp=CS, vt=vt1, ni=ni1)))
assert abs(shift_hot / shift - T1 / T0) < 1e-3


# Other neglected effects
def body_diffusion(V):
    return np.sqrt(MU * VT / TAU) * NI**2 / NA * np.expm1(V / VT)


def excess(V):
    return np.log(body_diffusion(V)
                  / net_rate(peak_formula(V, CN, CP), V))


v_cross = brentq(excess, 0.2, 0.7)
v_flat = brentq(lambda V: peak_formula(V, CN, CP), 0.1, 1.0)
depletion = np.sqrt(2 * EPS_SI * peak_asym / (q * NA))
bulk_bound = NI * np.exp(V0 / (2 * VT)) / (2 * TAU) * depletion
kappa = np.sqrt(2 * 0.4 * const.m_e * 3.1 * q) / const.hbar
log_tunnel = -2 * kappa * TOX * 1e-2 / np.log(10)
injection = NI**2 / NA * np.exp(V0 / VT) / NA

print(f"Temperature {T0:.0f} K; thermal voltage {VT*1e3:.3f} mV")
print(f"Body doping {NA:.1e} cm^-3; intrinsic density {NI:.1e} cm^-3")
print(f"Forward bias {V0:.2f} V; oxide thickness {TOX*1e7:.1f} nm")
print(f"Capture coefficients c_n {CN:.1e}, c_p {CP:.1e} cm^3/s")
print(f"Reference coefficient (both carriers) {CS:.1e} cm^3/s")
print(f"Trap density {NT:.1e} cm^-2; mobility {MU:.0f} cm^2/Vs")
print(f"Body potential phi_B {VT*np.log(NA/NI)*1e3:.1f} mV")
print(f"Factor exp(V/2V_t) {np.exp(V0/(2*VT)):.1f}")
print(f"Peak, equal coefficients: psi_s {peak_ref*1e3:.2f} mV")
print(f"Peak, ratio 100: psi_s {peak_asym*1e3:.2f} mV")
print(f"Displacement in surface potential {shift*1e3:.2f} mV")
print(f"Largest peak error, 27 cases {worst*1e3:.5f} mV")
print(f"At ratio-100 peak: n_s {n_pk:.3e}, p_s {p_pk:.3e} cm^-3")
print(f"Flatness constant b, midgap {b_mid:.4f}")
print(f"Flatness constant b, level +0.2 eV "
      f"{flatness(V0, CN, CP, 0.2):.2f}")
print(f"Peak rate {u_peak:.3e} cm^-2 s^-1")
print(f"Peak rate, strong-bias formula {u_strong:.3e} cm^-2 s^-1")
print(f"Peak current density {q*u_peak*1e6:.3f} uA/cm^2")
print(f"Peak height, level +0.2 eV relative to midgap {off_ratio:.4f}")
print(f"Full width at half maximum {width*1e3:.2f} mV")
print(f"Strong-bias limit of width {2*VT*np.arccosh(2)*1e3:.2f} mV")
print(f"Gate voltage minus flatband, equal peak "
      f"{gate_voltage(peak_ref)*1e3:.1f} mV")
print(f"Gate voltage minus flatband, ratio-100 peak "
      f"{gate_voltage(peak_asym)*1e3:.1f} mV")
print(f"Displacement in gate voltage {gate_shift*1e3:.1f} mV")
print(f"First-order mid-gate drop, 1 um gate {drop_est*1e3:.3f} mV")
for length, (drop, move, disp) in lateral.items():
    print(f"Gate {length*1e4:.0f} um: mid-gate drop at ideal peak "
          f"{drop*1e3:.3f} mV")
    print(f"Gate {length*1e4:.0f} um: ratio-100 peak moves by "
          f"{move*1e3:.3f} mV")
    print(f"Gate {length*1e4:.0f} um: displacement becomes "
          f"{disp*1e3:.2f} mV")
print(f"Fluctuations {SIGMA*1e3:.0f} mV rms: width {width_blur*1e3:.1f} mV")
print(f"Full trap charge, gate-voltage effect {q*NT/COX*1e3:.2f} mV")
print(f"Body lifetime {TAU*1e6:.0f} us")
print(f"Body diffusion / peak rate {body_diffusion(V0)/u_peak:.2e}")
print(f"Depletion-layer bound / peak rate {bulk_bound/u_peak:.1e}")
print(f"Bias where body diffusion equals peak {v_cross:.3f} V")
print(f"Bias where ratio-100 peak reaches flatband {v_flat:.3f} V")
print(f"Injected electrons / doping in body {injection:.1e}")
print(f"Degeneracy: N_A/N_v {NA/NV:.1e}, p_s/N_v {p_pk/NV:.1e}")
print(f"Oxide field at ratio-100 peak "
      f"{EPS_SI*field(peak_asym)/EPS_OX/1e6:.3f} MV/cm")
print(f"Tunnelling: log10 of oxide transparency {log_tunnel:.1f}")
print(f"Displacement at {T1:.0f} K {shift_hot*1e3:.2f} mV")
print("PASS")
```

It prints:

```
Temperature 300 K; thermal voltage 25.852 mV
Body doping 1.0e+17 cm^-3; intrinsic density 1.0e+10 cm^-3
Forward bias 0.30 V; oxide thickness 5.0 nm
Capture coefficients c_n 1.0e-08, c_p 1.0e-10 cm^3/s
Reference coefficient (both carriers) 1.0e-09 cm^3/s
Trap density 1.0e+10 cm^-2; mobility 500 cm^2/Vs
Body potential phi_B 416.7 mV
Factor exp(V/2V_t) 331.0
Peak, equal coefficients: psi_s 266.69 mV
Peak, ratio 100: psi_s 207.16 mV
Displacement in surface potential -59.53 mV
Largest peak error, 27 cases 0.00060 mV
At ratio-100 peak: n_s 3.310e+11, p_s 3.310e+13 cm^-3
Flatness constant b, midgap 0.0153
Flatness constant b, level +0.2 eV 34.59
Peak rate 1.630e+13 cm^-2 s^-1
Peak rate, strong-bias formula 1.655e+13 cm^-2 s^-1
Peak current density 2.612 uA/cm^2
Peak height, level +0.2 eV relative to midgap 0.0285
Full width at half maximum 68.55 mV
Strong-bias limit of width 68.09 mV
Gate voltage minus flatband, equal peak 396.2 mV
Gate voltage minus flatband, ratio-100 peak 319.5 mV
Displacement in gate voltage -76.7 mV
First-order mid-gate drop, 1 um gate 0.326 mV
Gate 1 um: mid-gate drop at ideal peak 0.327 mV
Gate 1 um: ratio-100 peak moves by 0.210 mV
Gate 1 um: displacement becomes -59.34 mV
Gate 10 um: mid-gate drop at ideal peak 31.463 mV
Gate 10 um: ratio-100 peak moves by 12.683 mV
Gate 10 um: displacement becomes -49.15 mV
Fluctuations 30 mV rms: width 106.1 mV
Full trap charge, gate-voltage effect 2.32 mV
Body lifetime 10 us
Body diffusion / peak rate 7.64e-03
Depletion-layer bound / peak rate 5.3e-02
Bias where body diffusion equals peak 0.553 V
Bias where ratio-100 peak reaches flatband 0.714 V
Injected electrons / doping in body 1.1e-09
Degeneracy: N_A/N_v 3.3e-03, p_s/N_v 1.1e-06
Oxide field at ratio-100 peak 0.225 MV/cm
Tunnelling: log10 of oxide transparency -24.8
Displacement at 400 K -79.37 mV
PASS
```
